# Fragment length bounds for a brittle film under constant interfacial shear: test program

```python
# RESULT UNDER TEST: a brittle film on a stretched substrate, with interfacial
# shear traction limited to tau, fragments until every segment length L obeys
#     l <= L < 2 l,     l = sigma_c * h / tau.
# Symbols: h film thickness (nm), E film modulus (MPa), sigma_c film strength
# (MPa), tau interfacial shear strength (MPa), eps substrate strain,
# k elastic stiffness of the interface before slip (MPa/nm).
# The film is a chain of cells. Each cell is held by an elastic, perfectly
# plastic interface spring with memory of its slip. Equilibrium is found by
# Newton iteration; the analytic stress profile is never used in the solver.
import numpy as np
from scipy.linalg import solveh_banded

h = 100.0
E = 70000.0
sigma_c = 1000.0
tau = 50.0
G_sub = 1500.0            # shear modulus of the polymer, MPa
sheared_depth = h         # assumed depth of polymer sheared elastically, nm
k_real = G_sub / sheared_depth
k_stiff = 1000.0 * k_real  # nearly rigid interface before slip
l_c = sigma_c * h / tau
dx = l_c / 40.0
rng = np.random.default_rng(7)


def film_stress(w, eps):
    """Tension in bonds between cells; w is displacement relative to substrate."""
    return E * (eps + np.diff(w) / dx)


def relax(w, slip, eps, k):
    """Equilibrium of one segment with free ends; returns w, new slip, stress."""
    n = len(w)
    bond = E * h / dx

    def unbalanced(u):
        force = h * film_stress(u, eps)
        r = np.clip(-k * (u - slip), -tau, tau) * dx
        r[:-1] += force
        r[1:] -= force
        return r

    w = w.copy()
    for _ in range(500):
        r = unbalanced(w)
        if np.max(np.abs(r)) < 1e-6 * tau * dx:
            break
        sticking = np.abs(k * (w - slip)) < tau
        # small stiffness of slipping cells enters the search direction only
        diagonal = np.where(sticking, k * dx, 1e-5 * bond)
        diagonal[:-1] += bond
        diagonal[1:] += bond
        band = np.zeros((2, n))
        band[0, 1:] = -bond
        band[1] = diagonal
        step = solveh_banded(band, r, check_finite=False)
        slope = r @ step
        t = 1.0
        if -(unbalanced(w + step) @ step) > 0.1 * slope:
            low, high = 0.0, 1.0
            for _ in range(60):
                mid = 0.5 * (low + high)
                if -(unbalanced(w + mid * step) @ step) <= 0.0:
                    low = mid
                else:
                    high = mid
                if high - low < 0.05 * high:
                    break
            t = low
        w = w + t * step
    else:
        raise AssertionError("equilibrium iteration did not converge")
    new_slip = w - np.clip(w - slip, -tau / k, tau / k)
    return w, new_slip, film_stress(w, eps)


def fragment(strength, strains, k):
    """Stretch a film, cracking one bond at a time; strength is per bond."""
    n = len(strength) + 1
    segments = [(np.zeros(n), np.zeros(n), strength)]
    history = []
    for eps in strains:
        pending, settled = segments, []
        while pending:
            w, slip, s = pending.pop()
            w, slip, stress = relax(w, slip, eps, k)
            j = int(np.argmax(stress / s))
            if stress[j] >= s[j]:
                pending.append((w[:j + 1], slip[:j + 1], s[:j]))
                pending.append((w[j + 1:], slip[j + 1:], s[j + 1:]))
            else:
                settled.append((w, slip, s))
        segments = settled
        history.append(np.sort([len(seg[0]) * dx for seg in segments]))
    return history


def ideal_profile(n, eps):
    x = dx * np.arange(1, n)
    ramp = tau / h * np.minimum(x, n * dx - x)
    return np.minimum(E * eps, ramp)


print("film thickness h = %.0f nm" % h)
print("film modulus E = %.0f GPa" % (E / 1000))
print("film strength sigma_c = %.0f MPa" % sigma_c)
print("interfacial shear strength tau = %.0f MPa" % tau)
print("lower bound sigma_c h/tau = %.0f nm" % l_c)
print("upper bound 2 sigma_c h/tau = %.0f nm" % (2 * l_c))
onset = sigma_c / E
print("onset strain sigma_c/E = %.3f %%" % (100 * onset))

# Stress profile before and after a crack, including reversal of slip
n_parent, n_left = 128, 60
w, slip, stress = relax(np.zeros(n_parent), np.zeros(n_parent), onset, k_stiff)
error_before = np.max(np.abs(stress - ideal_profile(n_parent, onset)))
error_after = 0.0
peaks = []
for part in (slice(0, n_left), slice(n_left, n_parent)):
    _, _, cut_stress = relax(w[part], slip[part], onset, k_stiff)
    ideal = ideal_profile(len(w[part]), onset)
    error_after = max(error_after, np.max(np.abs(cut_stress - ideal)))
    peaks.append(np.max(cut_stress))
one_cell = tau * dx / h   # stress carried by a single cell: grid resolution
assert error_before < one_cell and error_after < one_cell
print("profile test: parent length = %.0f nm" % (n_parent * dx))
print("profile test: daughters = %.0f and %.0f nm"
      % (n_left * dx, (n_parent - n_left) * dx))
print("peak stress in daughters = %.0f and %.0f MPa" % tuple(peaks))
print("largest profile error before, after crack = %.2f, %.2f MPa"
      % (error_before, error_after))
print("stress step of one grid cell = %.0f MPa" % one_cell)

# Repeated fragmentation with scattered strength and a compliant interface
strains = np.concatenate([np.linspace(0.013, 0.0195, 40),
                          np.linspace(0.02, 0.10, 33)])
n_film = 1200
print("simulated film length = %.0f um, cell = %.0f nm"
      % (n_film * dx / 1000, dx))
for scatter in (0.02, 0.20):
    strength = sigma_c * (1 + scatter * rng.uniform(-1, 1, n_film - 1))
    history = fragment(strength, strains, k_real)
    final = history[-1]
    lower = strength.min() * h / tau
    upper = 2 * strength.max() * h / tau
    assert len(final) > 5
    assert final[0] >= lower - 1e-3
    # two cells allowed: grid parity and the small sticking core at 10 % strain
    assert final[-1] < upper + 2 * dx
    print("strength scatter +-%.0f %%: bounds %.0f to %.0f nm"
          % (100 * scatter, lower, upper))
    print("  final segments: %d, shortest %.0f, longest %.0f, mean %.0f nm"
          % (len(final), final[0], final[-1], final.mean()))
    for eps in (0.02, 0.05):
        i = int(np.argmin(np.abs(strains - eps)))
        print("  at %.0f %% strain: %d segments, longest %.0f nm"
              % (100 * eps, len(history[i]), history[i][-1]))

# Both ends of the range are approached in a single break
strength = np.full(118, sigma_c)
strength[40] = 0.98 * sigma_c
pair = fragment(strength, strains, k_stiff)[-1]
assert len(pair) == 2
assert pair[0] < 1.05 * l_c and pair[1] > 1.9 * l_c
print("sharpness case: parent %.0f nm, final daughters %.0f and %.0f nm"
      % (119 * dx, pair[0], pair[1]))

# Interface compliance: longest segment that survives a finite strain
lam = np.sqrt(E * h / k_real)
print("interface stiffness k = %.1f MPa/nm" % k_real)
print("elastic transfer length lambda = %.0f nm" % lam)
for eps in (0.02, 0.05, 0.10):
    core = lam * np.arcsinh(tau * lam / (h * (E * eps - sigma_c)))
    survivor = 2 * (l_c + core - lam * np.tanh(core / (2 * lam)))
    counts = np.arange(76, 102, 2)
    peak = [np.max(relax(np.zeros(n), np.zeros(n), eps, k_real)[2])
            for n in counts]
    assert np.all(np.diff(peak) > 0) and peak[0] < sigma_c < peak[-1]
    numerical = np.interp(sigma_c, peak, counts * dx)
    assert abs(numerical - survivor) < 0.5 * dx
    print("longest survivor at %.0f %% strain: formula %.0f, numerical %.0f nm"
          % (100 * eps, survivor, numerical))

# Strength depends on tested length: weakest-link (Weibull) statistics
modulus = 10.0
gauge = 1.0e7             # nm
links = int(round(gauge / l_c))
size_factor = links ** (1 / modulus)
single = np.median(rng.weibull(modulus, 40000))
chain = np.median(rng.weibull(modulus, (1500, links)).min(axis=1))
assert abs(single / chain / size_factor - 1) < 0.03
print("Weibull modulus (rough) = %.0f, gauge length = %.0f mm"
      % (modulus, gauge / 1e6))
print("strength ratio, length l to gauge: formula %.2f, sampled %.2f"
      % (size_factor, single / chain))
print("strength expected at first crack of gauge = %.0f MPa"
      % (sigma_c / size_factor))

# Sizes of other neglected effects
print("edge zone h relative to l = %.1f %%" % (100 * h / l_c))
expansion_difference, cooling = 2.0e-5, 60.0
mismatch = expansion_difference * cooling
print("thermal expansion difference (rough) = %.1e 1/K, cooling = %.0f K"
      % (expansion_difference, cooling))
print("thermal mismatch strain = %.2f %%, onset moves to %.2f %%"
      % (100 * mismatch, 100 * (onset + mismatch)))
soft_tau = 0.8 * tau
print("softer polymer, tau = %.0f MPa: bounds %.0f to %.0f nm"
      % (soft_tau, sigma_c * h / soft_tau, 2 * sigma_c * h / soft_tau))
print("spacing under load exceeds unstretched length by %.0f %%"
      % (100 * strains[-1]))
print("verified")
```

It prints:

```
film thickness h = 100 nm
film modulus E = 70 GPa
film strength sigma_c = 1000 MPa
interfacial shear strength tau = 50 MPa
lower bound sigma_c h/tau = 2000 nm
upper bound 2 sigma_c h/tau = 4000 nm
onset strain sigma_c/E = 1.429 %
profile test: parent length = 6400 nm
profile test: daughters = 3000 and 3400 nm
peak stress in daughters = 743 and 843 MPa
largest profile error before, after crack = 3.46, 6.93 MPa
stress step of one grid cell = 25 MPa
simulated film length = 60 um, cell = 50 nm
strength scatter +-2 %: bounds 1960 to 4080 nm
  final segments: 22, shortest 2050, longest 3700, mean 2727 nm
  at 2 % strain: 20 segments, longest 4250 nm
  at 5 % strain: 22 segments, longest 3700 nm
strength scatter +-20 %: bounds 1601 to 4799 nm
  final segments: 25, shortest 1700, longest 3550, mean 2400 nm
  at 2 % strain: 25 segments, longest 3550 nm
  at 5 % strain: 25 segments, longest 3550 nm
sharpness case: parent 5950 nm, final daughters 2050 and 3900 nm
interface stiffness k = 15.0 MPa/nm
elastic transfer length lambda = 683 nm
longest survivor at 2 % strain: formula 4554, numerical 4554 nm
longest survivor at 5 % strain: formula 4093, numerical 4093 nm
longest survivor at 10 % strain: formula 4039, numerical 4036 nm
Weibull modulus (rough) = 10, gauge length = 10 mm
strength ratio, length l to gauge: formula 2.34, sampled 2.33
strength expected at first crack of gauge = 427 MPa
edge zone h relative to l = 5.0 %
thermal expansion difference (rough) = 2.0e-05 1/K, cooling = 60 K
thermal mismatch strain = 0.12 %, onset moves to 1.55 %
softer polymer, tau = 40 MPa: bounds 2500 to 5000 nm
spacing under load exceeds unstretched length by 10 %
verified
```
